# Energy Loss of an Excited Resist Sensitizer to Flat Metal, part 1

(Sections cited here and not found follow in the second part.)

## First half: the local image law

In near-field and plasmonic patterning, resist is exposed within nanometres of metal. A sensitizer molecule in the resist absorbs light and must then pass its excitation to the chemistry that writes the pattern. The metal competes for that excitation: the oscillating field of the molecule drives currents in the metal, and these turn the energy into heat. How fast does this happen, and how does the rate depend on the distance and on the two materials?

### Assumptions and conventions

The metal fills $Z<0$ and the resist, called the host, fills $Z>0$. The molecule sits at $Z=z$. Fields vary as $\mathrm{Re}[E\,e^{-i\omega t}]$, so a lossy medium has a relative permittivity with positive imaginary part. We assume:

1. The host has a real permittivity $\epsilon_d>0$.
2. The metal is flat, thick and local: its permittivity $\epsilon_m(\omega)$ depends on frequency but not on wavevector, and $\eta=\mathrm{Im}\,\epsilon_m>0$.
3. The molecule is a point dipole with a linear transition of angular frequency $\omega$. Its transition dipole $\mu$ makes an angle $\theta$ with the surface normal. Here $\mu$ is the effective dipole in the host, including any local-field factor.
4. The coupling is weak enough for a rate to exist, and $\hbar\omega\gg k_BT$, so the surroundings start in their ground state.
5. Near the molecule and the surface, the field is quasistatic: $E=-\nabla\phi$. The second half gives the error of this step.

**Theorem 1.** Let
$$r=\frac{\epsilon_m-\epsilon_d}{\epsilon_m+\epsilon_d}.$$
Under these assumptions the molecule loses energy to the metal at the rate
$$\Gamma_m=\frac{\mu^2(1+\cos^2\theta)}{16\pi\epsilon_0\epsilon_d\hbar}\,\frac{\mathrm{Im}\,r}{z^3}.\tag{1}$$

The proportionality to $\mathrm{Im}\,r/z^3$ thus holds at fixed $\mu$, $\theta$ and $\epsilon_d$. The rate counts transitions per unit time; the energy loss per unit time is $\hbar\omega\Gamma_m$ times the excited population.

### From the golden rule to a classical field

**Lemma 1.** If $E[\mu]$ is the complex field amplitude, along the dipole and at its position, produced by a classical dipole of amplitude $\mu$, then
$$\Gamma=\frac{2}{\hbar}\,\mathrm{Im}\{\mu E[\mu]\}.\tag{2}$$

*Proof.* Let $\hat E$ be the field operator along the dipole. The surroundings have ground state $|0\rangle$ at energy zero and excited states $|f\rangle$ at energies $E_f$. Write $e_f=\langle f|\hat E|0\rangle$. The interaction is $-\hat d\hat E$, where $\hat d$ is the molecular dipole operator, so the golden rule gives
$$\Gamma=\frac{2\pi}{\hbar}\mu^2\sum_f|e_f|^2\delta(E_f-\hbar\omega).\tag{3}$$

Now replace the molecule by a classical dipole $p(t)=\tfrac12(pe^{-i\omega t}+p^*e^{i\omega t})$, switched on slowly. The first-order amplitude of $|f\rangle$ obeys $i\hbar\dot c_f=-e_fp(t)e^{iE_ft/\hbar}$. Its integral is
$$c_f=\frac{e_f}{2}\left[\frac{p\,e^{i(E_f-\hbar\omega)t/\hbar}}{E_f-\hbar\omega-i0}+\frac{p^*e^{i(E_f+\hbar\omega)t/\hbar}}{E_f+\hbar\omega-i0}\right].$$

The mean induced field is $2\,\mathrm{Re}\sum_fe_f^*c_fe^{-iE_ft/\hbar}$. In the second term we may take the complex conjugate inside the real part. The result is $\mathrm{Re}[Gp\,e^{-i\omega t}]$ with
$$G=\sum_f|e_f|^2\left[\frac1{E_f-\hbar\omega-i0}+\frac1{E_f+\hbar\omega+i0}\right].$$

For $\omega>0$ the second denominator does not vanish. Since $\mathrm{Im}\,(x-i0)^{-1}=\pi\delta(x)$, we get $\mathrm{Im}\,G=\pi\sum_f|e_f|^2\delta(E_f-\hbar\omega)$. Inserting this in (3) gives $\Gamma=(2/\hbar)\mu^2\,\mathrm{Im}\,G$, which is (2) because $E[\mu]=G\mu$. ∎

The classical dipole delivers the mean power $P=-\langle\dot p(t)E(t)\rangle$. With $\dot p\to-i\omega p$ this is
$$P=-\tfrac12\mathrm{Re}[(-i\omega p)^*E]=\frac{\omega}{2}\mathrm{Im}(p^*E).\tag{4}$$
So $\Gamma=4P/(\hbar\omega)$ when $P$ is evaluated at $p=\mu$. The field splits into the field in unbounded host and the field returned by the metal. In the quasistatic limit the returned part gives $\Gamma_m$.

The golden rule itself can be tested against the dynamics. An emitter at 3.0 eV was coupled to 1500 levels between 0.5 and 7.0 eV. The squared couplings followed $\mathrm{Im}\,r$ for a model metal with $\epsilon_m=5-81/[E(E+0.5i)]$, where $E$ is in eV, and $\epsilon_d=2.89$. They were scaled to a predicted decay width of 4 meV. Direct diagonalization gave 0.996 times that width.

### The returned field

**Lemma 2.** A charge $Q$ at height $h$ produces in the host, besides its own potential, the potential of a charge $-rQ$ at $Z=-h$. In the metal the potential is $T=2\epsilon_d/(\epsilon_m+\epsilon_d)$ times that of the original charge in unbounded host.

*Proof.* With $\rho$ the position in the plane and $R$ the distance from the charge,
$$\frac1R=\frac1{2\pi}\int d^2q\,\frac{e^{i\mathbf q\cdot\boldsymbol\rho}e^{-q|Z-h|}}q.$$
Each component reaches the surface as $e^{q(Z-h)}$. Laplace's equation allows a returned component $Ce^{-q(Z+h)}$ in the host and a transmitted one $Te^{q(Z-h)}$ in the metal; the growing solutions are excluded. At $Z=0$ the potential and the normal displacement are continuous:
$$1+C=T,\qquad \epsilon_d(1-C)=\epsilon_mT.$$
Substituting the first in the second gives $\epsilon_d-\epsilon_dC=\epsilon_m+\epsilon_mC$. Hence
$$C=\frac{\epsilon_d-\epsilon_m}{\epsilon_d+\epsilon_m}=-r,\qquad T=1-r=\frac{2\epsilon_d}{\epsilon_m+\epsilon_d}.$$
Neither depends on $q$, so the components reassemble into point-charge potentials. ∎

This independence of $q$ is where locality and the quasistatic limit enter. If the reflection depended on $q$, a single image would not represent it.

*Proof of Theorem 1.* Build an upright dipole from $+Q$ above $-Q$. The image of the upper charge is $-rQ$ and lies lower; the image of the other is $+rQ$ and lies higher. The image dipole is therefore $+rp_\perp$. For a horizontal dipole the charges keep their lateral order and change sign, so the image is $-rp_\parallel$.

The distance between dipole and image is $2z$. On its axis a dipole $p'$ gives the field $2p'/(4\pi\epsilon_0\epsilon_dR^3)$; in its equatorial plane it gives $-p'/(4\pi\epsilon_0\epsilon_dR^3)$. Setting $R=2z$,
$$E_\perp=\frac{r\,p_\perp}{16\pi\epsilon_0\epsilon_dz^3},\qquad E_\parallel=\frac{r\,p_\parallel}{32\pi\epsilon_0\epsilon_dz^3}.\tag{5}$$
The two minus signs of the horizontal case cancel. With $p_\perp=\mu\cos\theta$ and $p_\parallel=\mu\sin\theta$, Lemma 1 gives
$$\Gamma_m=\frac{2\mu^2\,\mathrm{Im}\,r}{\hbar\epsilon_0\epsilon_dz^3}\left[\frac{\cos^2\theta}{16\pi}+\frac{\sin^2\theta}{32\pi}\right].$$
The bracket equals $(2\cos^2\theta+\sin^2\theta)/32\pi=(1+\cos^2\theta)/32\pi$, which yields (1). ∎

### Where the energy goes

**Lemma 3.** The work done by the dipole against the returned field equals the Joule heat in the metal.

*Proof.* In the metal the field is $T$ times the dipole field in unbounded host. If $\alpha$ is the angle between the dipole and the line to the field point,
$$|E|^2=|T|^2\frac{p^2(1+3\cos^2\alpha)}{16\pi^2\epsilon_0^2\epsilon_d^2R^6}.$$
The heat per unit time is $(\omega\epsilon_0\eta/2)\int|E|^2dV$. Let $\chi$ be the angle from the downward normal and $c=\cos\chi$. Along each direction $R$ runs from $z/c$ to infinity, so
$$\int_{z/c}^\infty\frac{R^2dR}{R^6}=\frac{c^3}{3z^3}.$$
The azimuthal mean of $\cos^2\alpha$ is $\cos^2\theta\,c^2+\tfrac12\sin^2\theta(1-c^2)$. Therefore
$$\int\frac{1+3\cos^2\alpha}{R^6}dV=\frac{2\pi}{3z^3}\int_0^1c^3\left[1+3\cos^2\theta\,c^2+\tfrac32\sin^2\theta(1-c^2)\right]dc.$$
The three integrals are $\int c^3=1/4$, $\int c^5=1/6$ and $\int c^3(1-c^2)=1/12$. They add to
$$\frac14+\frac{\cos^2\theta}{2}+\frac{\sin^2\theta}{8}=\frac38(1+\cos^2\theta),$$
and the volume integral is $\pi(1+\cos^2\theta)/(4z^3)$. With $|T|^2=4\epsilon_d^2/|\epsilon_m+\epsilon_d|^2$ the heat is
$$P_J=\frac{\omega\eta\,p^2(1+\cos^2\theta)}{32\pi\epsilon_0|\epsilon_m+\epsilon_d|^2z^3}.\tag{6}$$

On the other side, (4) and (5) give the work
$$P=\frac{\omega p^2(1+\cos^2\theta)\,\mathrm{Im}\,r}{64\pi\epsilon_0\epsilon_dz^3}.$$
Multiplying numerator and denominator of $r$ by $\epsilon_m^*+\epsilon_d$ leaves the imaginary part $\epsilon_d\,\mathrm{Im}(\epsilon_m-\epsilon_m^*)$ in the numerator, so
$$\mathrm{Im}\,r=\frac{2\epsilon_d\eta}{|\epsilon_m+\epsilon_d|^2}.\tag{7}$$
Substitution gives $P=P_J$. ∎

The lemma explains the power of distance: the squared dipole field falls as $R^{-6}$ and is summed over a volume, which restores three powers. It also locates the heat. Below depth $h$ the same integral holds with $z$ replaced by $z+h$, so the fraction of heat below that depth is $[z/(z+h)]^3$. Half of the heat is released within $h=(2^{1/3}-1)z\approx0.26z$. The rate therefore probes the outermost metal, where the bulk permittivity is least certain to apply.

### Dependence on the metal

At fixed $\epsilon_d$ and $\eta$, the denominator in (7), $(\mathrm{Re}\,\epsilon_m+\epsilon_d)^2+\eta^2$, is smallest at $\mathrm{Re}\,\epsilon_m=-\epsilon_d$. There $\mathrm{Im}\,r=2\epsilon_d/\eta$. This is the quasistatic surface-plasmon resonance, and on it a smaller damping means a larger loss. Far from resonance, when $\eta\ll|\mathrm{Re}\,\epsilon_m+\epsilon_d|$, the loss is instead proportional to $\eta$. If $|\epsilon_m|$ is large, $\mathrm{Im}\,r\approx2\epsilon_d\eta/|\epsilon_m|^2$: the metal screens its interior.

### Comparison with radiation in bulk host

The absolute rate requires $\mu$. It is more useful to compare with the radiative rate $\Gamma_r$ of the same molecule in unbounded host. Let $n=\sqrt{\epsilon_d}$ and $k=n\omega/c$, with $c$ now the speed of light. At large distance the field amplitude is $k^2p\sin\alpha/(4\pi\epsilon_0\epsilon_dR)$ and the energy flux is $n\epsilon_0c|E|^2/2$. Since $\int\sin^2\alpha\,d\Omega=8\pi/3$,
$$P_r=\frac{n\epsilon_0c}{2}\,\frac{k^4p^2}{16\pi^2\epsilon_0^2\epsilon_d^2}\,\frac{8\pi}{3}=\frac{nck^4p^2}{12\pi\epsilon_0\epsilon_d^2}=\frac{\omega k^3p^2}{12\pi\epsilon_0\epsilon_d},$$
where $nck=\epsilon_d\omega$ was used. Then $\Gamma_r=4P_r/(\hbar\omega)$ at $p=\mu$ gives
$$\Gamma_r=\frac{k^3\mu^2}{3\pi\epsilon_0\epsilon_d\hbar}.\tag{8}$$

**Corollary.** Dividing (1) by (8),
$$\frac{\Gamma_m}{\Gamma_r}=\frac{3(1+\cos^2\theta)}{16}\,\frac{\mathrm{Im}\,r}{(kz)^3}.\tag{9}$$
For random orientation $\langle\cos^2\theta\rangle=1/3$, and the mean ratio is $\mathrm{Im}\,r/[4(kz)^3]$.

The effective dipole has cancelled, and with it the local-field factor. As a test of (9), the Joule heat was integrated numerically in real space and the far-field flux over angle. This was done for $\epsilon_m=-1.2+6.0i$ and $-5.0+0.2i$, at $\hbar\omega=3.0$ eV and $n=1.7$, with $z=3$ and 7 nm and both principal orientations. The ratios agreed with (9) to better than one part in $10^5$.

## Second half: range of validity and resist yield

We keep the symbols of the first half. The host permittivity is $\epsilon_d=n^2$, the metal permittivity is $\epsilon_m$ with $\eta=\mathrm{Im}\,\epsilon_m>0$, the height is $z$, and $r=(\epsilon_m-\epsilon_d)/(\epsilon_m+\epsilon_d)$. With $k=n\omega/c$ and $x=kz$, the quasistatic loss relative to the bulk radiative rate $\Gamma_r$ is $3(1+\cos^2\theta)\,\mathrm{Im}\,r/(16x^3)$, and its orientation mean is $\mathrm{Im}\,r/(4x^3)$. We also use $\Gamma=(2/\hbar)\mathrm{Im}\{\mu E[\mu]\}$ and $\Gamma_r=k^3\mu^2/(3\pi\epsilon_0\epsilon_d\hbar)$.

### Retardation

In the quasistatic limit, the loss to a flat, local metal is proportional to $\mathrm{Im}\,r/z^3$ at fixed $\mu$, $\theta$ and $\epsilon_d$, and it equals the Joule heat in the metal. It remains to find the corrections from retardation, the range over which the law holds, and the effect on the chemical yield in the resist.
